# The pseudorotation trough of the cyclopentadienyl radical in the Hückel model: verification in Python

```python
"""Jahn-Teller trough of the neutral cyclopentadienyl radical.

Result under test: five pi electrons on a five-membered ring with couplings
t_j = t0 - alpha*u_j and sigma energy K/2 per squared bond change give a
trough of depth alpha^2/(5K), independent of the phase phi at lowest order.
The leading ripple is -B cos(5 phi), B = t0 (3+sqrt5)/(6250 kappa^4).

Symbols: s_j = alpha*u_j/t0 (dimensionless bond change),
kappa = K*t0/alpha^2 (dimensionless stiffness), p_j = pi bond order.
Energies inside the functions are in units of t0.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import minimize
from pyscf import fci

# Round model parameters
t0 = 2.5             # eV
alpha = 45.0         # eV/nm
K = 4000.0           # eV/nm^2
temperature = 500.0  # K
mass_CH = 13.02      # u, carbon and hydrogen moving together
U_ratio = 2.0        # on-site repulsion divided by t0
kappa = K * t0 / alpha**2

theta = 2 * np.pi / 5
bond = np.arange(5) + 0.5
RADICAL = np.array([2, 2, 1, 0, 0])
ANION = np.array([2, 2, 2, 0, 0])


def pattern(m, phi):
    """Normalized bond pattern with m waves around the ring."""
    return np.sqrt(0.4) * np.cos(m * theta * bond - phi)


def ring_matrix(s):
    h = np.zeros((5, 5))
    for j in range(5):
        k = (j + 1) % 5
        h[j, k] = h[k, j] = -(1 - s[j])
    return h


def pi_state(s, occupation=RADICAL):
    levels, orbitals = np.linalg.eigh(ring_matrix(s))
    orders = (orbitals * np.roll(orbitals, -1, axis=0)) @ occupation
    return levels @ occupation, orders, levels, orbitals


E_ring = pi_state(np.zeros(5))[0]
p_mean = -E_ring / 10
assert abs(p_mean - (2 + 3 * np.cos(theta)) / 5) < 1e-12


def excess(s):
    """Total energy relative to the balanced regular ring."""
    return (pi_state(s)[0] - E_ring + kappa / 2 * s @ s
            - 2 * p_mean * s.sum())


def gradient(s):
    return kappa * s + 2 * (pi_state(s)[1] - p_mean)


# The analytic gradient agrees with finite differences
trial = np.array([0.05, -0.08, 0.02, 0.04, -0.01])
step = 1e-5
numeric = np.array([(excess(trial + step * v) - excess(trial - step * v))
                    / (2 * step) for v in np.eye(5)])
assert np.allclose(numeric, gradient(trial), atol=1e-7)

# First-order splitting: present for two waves, absent for one wave
small = 1e-4
for phi in (0.0, 0.4, 1.3, 2.9):
    lev = pi_state(small * pattern(2, phi))[2]
    assert abs((lev[2] - lev[1]) / small - 2 * np.sqrt(0.4)) < 1e-3
    lev = pi_state(small * pattern(1, phi))[2]
    assert abs(lev[2] - lev[1]) / small < 1e-2

# The closed-shell anion resists the same distortion
anion_ring = pi_state(np.zeros(5), ANION)[0]
for phi in (0.0, 0.7, 2.0):
    for size in (0.01, 0.05, 0.15):
        d = size * pattern(2, phi)
        rise = pi_state(d, ANION)[0] - anion_ring + kappa / 2 * d @ d
        assert rise > 0


def relax(phi):
    """Minimize all bonds while the two-wave phase is held at phi."""
    tangent = np.sqrt(0.4) * np.sin(2 * theta * bond - phi)
    s = np.sqrt(0.4) / kappa * pattern(2, phi)
    for _ in range(300):
        s = -2 * (pi_state(s)[1] - p_mean) / kappa
        s = s - tangent * (tangent @ s)
    g = gradient(s)
    assert np.linalg.norm(g - tangent * (tangent @ g)) < 1e-10
    return s


phases = np.linspace(0, 2 * np.pi, 40, endpoint=False)
trough = [relax(phi) for phi in phases]
energies = np.array([excess(s) for s in trough])
ripple = 2 * np.mean(energies * np.cos(5 * phases))
remainder = energies - energies.mean() - ripple * np.cos(5 * phases)
assert np.max(abs(remainder)) < 0.1 * abs(ripple)
assert np.ptp(energies) < 1e-3 * abs(energies.mean())

# Free descents from random distortions end in the trough
rng = np.random.default_rng(4)
for _ in range(6):
    found = minimize(excess, 0.05 * rng.normal(size=5), jac=gradient,
                     method="BFGS", options={"gtol": 1e-8})
    assert energies.min() - 1e-8 < found.fun < energies.max() + 1e-7

# One soft direction and four stiff ones at the lowest C2v structure
lowest = trough[0] if energies[0] < energies[20] else trough[20]
hessian = np.array([(gradient(lowest + step * v)
                     - gradient(lowest - step * v)) / (2 * step)
                    for v in np.eye(5)])
stiffness = np.linalg.eigvalsh((hessian + hessian.T) / 2)
assert stiffness[0] > -1e-6
assert stiffness[1] > 1 and stiffness[0] < 0.02 * stiffness[1]

# The singly occupied orbital changes sign on one circuit
somo = [pi_state(s)[3][:, 2] for s in trough]
transport = np.prod([somo[i] @ somo[(i + 1) % 40] for i in range(40)])
assert transport < -0.5

# High-precision relaxation at large stiffness tests both expansions
mp.mp.dps = 40


def precise_well(stiff, sign):
    stiff = mp.mpf(stiff)
    mean = (2 + 3 * mp.cos(2 * mp.pi / 5)) / 5
    s = [sign * mp.mpf(2) / (5 * stiff)
         * mp.cos(4 * mp.pi / 5 * (j + mp.mpf(1) / 2)) for j in range(5)]
    for _ in range(25):
        h = mp.zeros(5)
        for j in range(5):
            k = (j + 1) % 5
            h[j, k] = h[k, j] = -(1 - s[j])
        lev, vec = mp.eigsy(h)
        order = sorted(range(5), key=lambda i: lev[i])[:3]
        filled = list(zip(order, (2, 2, 1)))
        energy = (sum(n * lev[i] for i, n in filled) + 10 * mean
                  + stiff / 2 * sum(x * x for x in s) - 2 * mean * sum(s))
        s = [-2 * (sum(n * vec[j, i] * vec[(j + 1) % 5, i]
                       for i, n in filled) - mean) / stiff
             for j in range(5)]
    return energy


soft_values, ripple_values = [], []
for stiff in (200, 400):
    e_long, e_short = precise_well(stiff, 1), precise_well(stiff, -1)
    soft_values.append((-5 * stiff * (e_long + e_short) / 2 - 1) * stiff)
    ripple_values.append((e_short - e_long) / 2 * mp.mpf(stiff)**4)
soft_limit = float(2 * soft_values[1] - soft_values[0])
ripple_limit = float(2 * ripple_values[1] - ripple_values[0])
soft_formula = 1.1 - 0.7 / np.sqrt(5)
ripple_formula = (3 + np.sqrt(5)) / 6250
# Tolerances cover the next terms in 1/kappa after extrapolation
assert abs(soft_limit - soft_formula) < 2e-3
assert abs(ripple_limit / ripple_formula - 1) < 1e-2

# Inverse mass of the two-wave stretch from the pentagon geometry
corners = np.array([[np.cos(theta * j), np.sin(theta * j)]
                    for j in range(5)])
stretch = np.zeros((5, 10))
for j in range(5):
    k = (j + 1) % 5
    unit = corners[k] - corners[j]
    unit = unit / np.linalg.norm(unit)
    stretch[j, 2 * k:2 * k + 2] = unit
    stretch[j, 2 * j:2 * j + 2] = -unit
G = stretch @ stretch.T
mode = pattern(2, 0.3)
inverse_mass = mode @ G @ mode
assert np.allclose(G @ mode, 2.5 * mode)

eV = const.e
K_SI = K * eV / 1e-18
quantum = (const.hbar * np.sqrt(K_SI * inverse_mass
           / (mass_CH * const.atomic_mass)) / eV)
depth = alpha**2 / (5 * K)


def vibronic_levels(strength, size):
    """Levels / quantum; strength is trough depth / quantum."""
    a = np.diag(np.sqrt(np.arange(1, size)), 1)
    x = (a + a.T) / np.sqrt(2)
    n, one = np.diag(np.arange(size)), np.eye(size)
    sz, sx = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [1.0, 0.0]])
    h = np.kron(np.kron(n, one) + np.kron(one, n) + np.eye(size**2),
                np.eye(2))
    h = h + np.sqrt(2 * strength) * (np.kron(np.kron(x, one), sz)
                                    + np.kron(np.kron(one, x), sx))
    return np.linalg.eigvalsh(h)[:6]


vib = vibronic_levels(depth / quantum, 20)
check = vibronic_levels(depth / quantum, 16)
assert np.allclose(vib[:4], check[:4], atol=1e-5)
assert abs(vib[1] - vib[0]) < 1e-6
# Deep trough: gap tends to quantum/(2*strength); radial spread adds ~20 %
deep = vibronic_levels(4.0, 26)
assert abs((deep[2] - deep[0]) * 8 - 1) < 0.35

# On-site repulsion by complete diagonalization of the five-site model


def many_body_energy(s, repulsion):
    eri = np.zeros((5, 5, 5, 5))
    for j in range(5):
        eri[j, j, j, j] = repulsion
    return fci.direct_spin1.kernel(ring_matrix(s), eri, 5, (3, 2))[0]


def linear_forces(repulsion):
    base = many_body_energy(np.zeros(5), repulsion)
    size = 1e-3
    return np.array([(base - many_body_energy(size * pattern(2, phi),
                                              repulsion)) / size
                     for phi in (0.0, 0.5, 1.1, np.pi)])


force_free = linear_forces(0.0)
force_U = linear_forces(U_ratio)
assert np.allclose(force_free, np.sqrt(0.4), atol=2e-3)
assert np.ptp(force_U) < 1e-2 * abs(force_U.mean())
force_ratio = force_U.mean() / force_free.mean()

to_nm = t0 / alpha
thermal = const.k * temperature / eV
kJ_mol = eV * const.N_A / 1000
print(f"coupling t0 = {t0:.2f} eV")
print(f"coupling slope alpha = {alpha:.1f} eV/nm")
print(f"sigma stiffness K = {K:.0f} eV/nm^2")
print(f"dimensionless stiffness kappa = {kappa:.4f}")
print(f"mean pi bond order = {p_mean:.5f}")
print(f"sigma length minus ring length = {2*alpha*p_mean/K:.5f} nm")
print(f"linear trough radius rho0 = {np.sqrt(.4)*alpha/K:.5f} nm")
print(f"linear bond amplitude = {2*alpha/(5*K):.5f} nm")
print(f"linear trough depth = {depth:.5f} eV")
print(f"linear trough depth = {depth*kJ_mol:.2f} kJ/mol")
soft_depth = alpha**2 / (5 * (K - soft_formula * alpha**2 / t0))
print(f"depth with second-order softening = {soft_depth:.5f} eV")
print(f"fully relaxed mean depth = {-energies.mean()*t0:.5f} eV")
for label, index in (("phi=0", 0), ("phi=pi", 20)):
    text = " ".join(f"{x:+.5f}" for x in trough[index] * to_nm)
    print(f"bond changes j=0..4, {label}: {text} nm")
    print(f"energy at {label} = {energies[index]*t0:.8f} eV")
print(f"full ripple, top to bottom = {np.ptp(energies)*t0:.3e} eV")
lead = 2 * ripple_formula * t0 / kappa**4
print(f"leading ripple formula, top to bottom = {lead:.3e} eV")
print(f"ripple / relaxed depth = {np.ptp(energies)/-energies.mean():.3e}")
print(f"softening c: numeric {soft_limit:.6f}, formula {soft_formula:.6f}")
print(f"B*kappa^4/t0: numeric {ripple_limit:.6e}")
print(f"B*kappa^4/t0: formula {ripple_formula:.6e}")
print("Hessian eigenvalues / t0 in s: "
      + " ".join(f"{x:.5f}" for x in stiffness))
print(f"orbital overlap product on one circuit = {transport:.4f}")
print(f"CH mass = {mass_CH:.2f} u")
print(f"inverse mass factor of stretch = {inverse_mass:.4f} / m_CH")
print(f"vibrational quantum = {quantum:.5f} eV")
print(f"linear depth / vibrational quantum = {depth/quantum:.4f}")
print(f"vibronic ground level above trough = {vib[0]*quantum+depth:.5f} eV")
print(f"vibronic ground level above D5h point = {vib[0]*quantum:.5f} eV")
print(f"first vibronic gap = {(vib[2]-vib[0])*quantum:.5f} eV")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy kT = {thermal:.5f} eV")
print(f"on-site repulsion in check = {U_ratio*t0:.2f} eV")
print(f"linear force with / without repulsion = {force_ratio:.4f}")
print(f"linear depth with repulsion = {depth*force_ratio**2:.5f} eV")
spread = np.ptp(force_U) / force_U.mean()
print(f"relative phase spread of that force = {spread:.2e}")
print("all assertions hold")
```

Running it gives:

```
coupling t0 = 2.50 eV
coupling slope alpha = 45.0 eV/nm
sigma stiffness K = 4000 eV/nm^2
dimensionless stiffness kappa = 4.9383
mean pi bond order = 0.58541
sigma length minus ring length = 0.01317 nm
linear trough radius rho0 = 0.00712 nm
linear bond amplitude = 0.00450 nm
linear trough depth = 0.10125 eV
linear trough depth = 9.77 kJ/mol
depth with second-order softening = 0.12044 eV
fully relaxed mean depth = 0.12021 eV
bond changes j=0..4, phi=0: +0.00159 -0.00427 +0.00546 -0.00427 +0.00159 nm
energy at phi=0 = -0.12021176 eV
bond changes j=0..4, phi=pi: -0.00170 +0.00436 -0.00523 +0.00436 -0.00170 nm
energy at phi=pi = -0.12020327 eV
full ripple, top to bottom = 8.496e-06 eV
leading ripple formula, top to bottom = 7.044e-06 eV
ripple / relaxed depth = 7.068e-05
softening c: numeric 0.786945, formula 0.786950
B*kappa^4/t0: numeric 8.377734e-04
B*kappa^4/t0: formula 8.377709e-04
Hessian eigenvalues / t0 in s: 0.00184 4.06308 4.21586 4.85681 4.93827
orbital overlap product on one circuit = -0.8827
CH mass = 13.02 u
inverse mass factor of stretch = 2.5000 / m_CH
vibrational quantum = 0.17918 eV
linear depth / vibrational quantum = 0.5651
vibronic ground level above trough = 0.12807 eV
vibronic ground level above D5h point = 0.02682 eV
first vibronic gap = 0.10488 eV
temperature = 500 K
thermal energy kT = 0.04309 eV
on-site repulsion in check = 5.00 eV
linear force with / without repulsion = 1.1536
linear depth with repulsion = 0.13474 eV
relative phase spread of that force = 7.18e-11
all assertions hold
```
